# Maximum entropy from Bayes' theorem and the singular-space form of the solution

## One datum, three cells

Let a positive spectrum have weights $f_1,f_2,f_3$ in three frequency cells, and let one number $\bar g$ be measured with error $\sigma$, its exact value being $\sum_iK_if_i$ with known $K_i>0$. One equation cannot fix three unknowns. The maximum-entropy method takes reference weights $m_i>0$ and a number $\alpha>0$ and maximises

$$Q=\alpha\sum_i\Big[f_i-m_i-f_i\ln\frac{f_i}{m_i}\Big]-\frac{(\sum_iK_if_i-\bar g)^2}{2\sigma^2}.$$

The bracket has derivative $1-\ln(f_i/m_i)-1=-\ln(f_i/m_i)$. With $y=(\sum_jK_jf_j-\bar g)/\sigma^2$, the condition $\partial Q/\partial f_i=0$ reads $-\alpha\ln(f_i/m_i)-K_iy=0$, so

$$f_i=m_i\,e^{-K_iy/\alpha}.$$

The vector $\ln(f_i/m_i)$ is a multiple of the vector $K_i$, and the single number $y$ obeys $\sigma^2y+\bar g=\sum_iK_im_ie^{-K_iy/\alpha}$. The left side rises from $-\infty$ to $+\infty$. The right side falls, its derivative being $-\sum_iK_i^2f_i/\alpha$, so there is exactly one root. The result is a Boltzmann factor with $y/\alpha$ as inverse temperature. With $N$ data there are at most $N$ such numbers, whatever the number of cells.

## Setting

Rydberg atomic units are used: $\hbar=1$, $\omega$ in Ry, $\tau$ and $\beta=1/k_BT$ in Ry$^{-1}$, the spectral function $A$ in Ry$^{-1}$. The Hamiltonian $H$ includes $-\mu\hat N$. For a fermion operator $c$ and $0<\tau<\beta$ define $g(\tau)=-G(\tau)=\langle c(\tau)c^\dagger\rangle$, with end points taken as limits.

**Lemma 1 (kernel).** $g(\tau)=\int d\omega\,K(\tau,\omega)A(\omega)$ with $K=e^{-\tau\omega}/(1+e^{-\beta\omega})$, $A\ge0$, and $g(0)+g(\beta)=\int A\,d\omega=1$.

*Proof.* Insert eigenstates of $H$ and write $\omega_{ba}=E_b-E_a$:

$$g(\tau)=\frac1Z\mathrm{Tr}\big[e^{-(\beta-\tau)H}c\,e^{-\tau H}c^\dagger\big]=\frac1Z\sum_{ab}e^{-\beta E_a}e^{-\tau\omega_{ba}}|\langle b|c^\dagger|a\rangle|^2 .$$

The spectral function is $A(\omega)=Z^{-1}\sum_{ab}(e^{-\beta E_a}+e^{-\beta E_b})|\langle b|c^\dagger|a\rangle|^2\delta(\omega-\omega_{ba})$, a sum of non-negative terms. Since $e^{-\beta E_a}+e^{-\beta E_b}=e^{-\beta E_a}(1+e^{-\beta\omega_{ba}})$, multiplying by $K$ cancels the bracket and returns the sum for $g$. Further $K(0,\omega)+K(\beta,\omega)=1$, so $g(0)+g(\beta)=\int A$, and $g(0)+g(\beta)=\langle cc^\dagger\rangle+\langle c^\dagger c\rangle=1$ by cyclicity of the trace and the anticommutator. $\square$

For a Hubbard dimer with $t=0.010$, $U=0.030$, $\mu=0.012$ Ry at 300 K, the trace by matrix exponentials and the sum over the kernel both gave $g(\beta/2)=0.02538938$.

Choose frequencies $\omega_i$, $i=1,\dots,N_\omega$, with quadrature weights $w_i>0$, and times $\tau_n$, $n=1,\dots,N$. Set $f_i=A(\omega_i)w_i$ and $K_{ni}=K(\tau_n,\omega_i)$, with no weight in $K$. Then $g=Kf$, and $f$, $K$, $g$ are dimensionless.

The singular value decomposition of $K$ is built as follows. Let $U_k$, $k=1,\dots,r$, be orthonormal eigenvectors of $KK^T$ with eigenvalues $\sigma_1^2\ge\dots\ge\sigma_r^2>0$, and $V_k=K^TU_k/\sigma_k$. Then $V_k\cdot V_l=U_k^TKK^TU_l/\sigma_k\sigma_l=\delta_{kl}$. An eigenvector $U_0$ with zero eigenvalue has $|K^TU_0|^2=0$, so completeness gives $K^T=\sum_{k\le r}K^TU_kU_k^T=V\Sigma U^T$, that is $K=U\Sigma V^T$ with $r=\operatorname{rank}K\le\min(N,N_\omega)$. The span of the $V_k$, equal to the range of $K^T$, is the singular space. Direct inversion gives $V_k\cdot f=U_k\cdot g/\sigma_k$, which multiplies noise by $1/\sigma_k$. The $\sigma_k$ of this smooth kernel fall over many decades, as the example shows, so direct inversion fixes only the components $V_k\cdot f$ that stand well above the noise of $U_k\cdot g$ divided by $\sigma_k$, and the remaining ones need prior information.

## The posterior

Writing the joint probability of spectrum and data in both orders, $P(f|\bar g)P(\bar g)=P(\bar g|f)P(f)$, gives Bayes' theorem

$$P(f|\bar g)=\frac{P(\bar g|f)\,P(f)}{P(\bar g)} .$$

The denominator does not depend on $f$. The theorem combines the likelihood and the prior but supplies neither of them.

**Lemma 2 (likelihood).** Let $\bar g$ be the mean of $M$ independent samples, each with mean $Kf$, covariance $C_1>0$ independent of $f$, finite third cumulants and a bounded, smooth density. Up to corrections of order $M^{-1/2}$,

$$P(\bar g|f)\propto e^{-\chi^2/2},\qquad\chi^2=(Kf-\bar g)^TC^{-1}(Kf-\bar g),\qquad C=C_1/M .$$

*Proof.* Independence gives $\langle e^{it\cdot\bar g}\rangle=\phi_1(t/M)^M$, with $\phi_1$ the characteristic function of one sample. The cumulant expansion $\ln\phi_1(s)=is\cdot Kf-\frac12s^TC_1s+O(s^3)$ yields $\ln\langle e^{it\cdot\bar g}\rangle=it\cdot Kf-\frac12t^TCt+O(t^3/M^2)$. The quadratic term confines $t$ to order $\sqrt M$, where the cubic term is $O(M^{-1/2})$. Drop it and invert the Fourier transform. With $\rho=Kf-\bar g$ the exponent is

$$it\cdot\rho-\tfrac12t^TCt=-\tfrac12(t-iC^{-1}\rho)^TC(t-iC^{-1}\rho)-\tfrac12\rho^TC^{-1}\rho ,$$

and the Gaussian integral over the shifted $t$ is independent of $f$. $\square$

In one standardised variable $z$ with skewness $\gamma$ the cubic term is $\gamma(it)^3/6\sqrt M$. The factor $(it)^3$ becomes $-d^3/dz^3$ acting on the normal density $\varphi$, giving the correction $\gamma(z^3-3z)\varphi/6\sqrt M$. For $M=10000$ exponential samples ($\gamma=2$) the exact gamma density followed this form, with a largest deviation of $0.00184$ from the Gaussian. Relative to $\varphi$ the correction grows as $z^3/\sqrt M$, so for $\gamma\ne0$ the Gaussian form is controlled only for $|z|\ll M^{1/6}$. Two points concern $C$. When data at neighbouring $\tau$ are correlated, keeping only the diagonal of $C$ changes $\chi^2$. A covariance estimated from $M$ bins has rank at most $M-1$ and cannot be inverted unless $M>N$.

**Lemma 3 (entropic prior).** Assume that spectral weight comes in quanta of size $1/\alpha$, and that the counts $n_i=\alpha f_i$ are independent Poisson variables with means $\mu_i=\alpha m_i$. For $n_i\gg1$,

$$P(f)\prod_idf_i=e^{\alpha S}\prod_i\sqrt{\frac{\alpha}{2\pi}}\,\frac{df_i}{\sqrt{f_i}},\qquad S=\sum_i\Big[f_i-m_i-f_i\ln\frac{f_i}{m_i}\Big]\le0,$$

with $S=0$ only at $f=m$.

*Proof.* For one cell $\ln P(n)=n\ln\mu-\mu-\ln n!$. In $n!=\int_0^\infty t^ne^{-t}dt$ put $t=n(1+s)$, so that $n!=n^{n+1}e^{-n}\int_{-1}^\infty e^{n[\ln(1+s)-s]}ds$ with $\ln(1+s)-s=-s^2/2+s^3/3-s^4/4+\dots$. The Gaussian part gives $\sqrt{2\pi/n}$, with $\langle s^4\rangle=3/n^2$ and $\langle s^6\rangle=15/n^3$. The relative correction is $-n\langle s^4\rangle/4+\frac12(n/3)^2\langle s^6\rangle=-\frac{3}{4n}+\frac{5}{6n}=\frac1{12n}$. Hence $\ln n!=n\ln n-n+\frac12\ln2\pi n+\frac1{12n}+\dots$ and

$$\ln P(n)=n-\mu-n\ln\frac n\mu-\tfrac12\ln2\pi n-\frac1{12n}+\dots$$

With $n=\alpha f$, $\mu=\alpha m$ the first three terms are $\alpha[f-m-f\ln(f/m)]$. Replacing the sum over $n$ by $\int dn=\alpha\int df$ turns $(2\pi\alpha f)^{-1/2}$ into $\sqrt{\alpha/2\pi f}\,df$, and independence multiplies the cells. Each term of $S$ has first derivative $-\ln(f_i/m_i)$ and second derivative $-1/f_i<0$, so its only maximum is at $f_i=m_i$, where it vanishes. $\square$

Exact Poisson values test the expansion. For $n=40$, $\mu=50$ the exact $\ln P$ is $-3.839719$ and the form without the last term is $-3.837636$, a difference of $0.002083=1/480$. For $n=1$, $\mu=1.25$ the values are $-1.026856$ and $-0.945795$, differing by $0.081$ against $1/12=0.083$. For $n\ge1$ Stirling's formula is thus mild in its failure (at $n=0$ the term $-\frac12\ln2\pi n$ diverges while $P(0)=e^{-\mu}$ is finite), and the step that breaks for small counts is the passage from integers to a continuum. Splitting a cell into proportional parts leaves $S$ unchanged, because each term is homogeneous of degree one in $(f_i,m_i)$, but each part holds fewer counts than the whole cell. On a fine grid the counting argument therefore lapses and the prior is simply adopted.

The lemmas give

$$P(f|\bar g)\prod_idf_i\propto e^{Q}\prod_i\frac{df_i}{\sqrt{f_i}},\qquad Q=\alpha S-\tfrac12\chi^2 .$$

The most probable point of a continuous distribution depends on the coordinates. Since $df/\sqrt f=d(2\sqrt f)$, the function $e^Q$ is the density in the variables $2\sqrt{f_i}$, and maximising $Q$ means maximising that density. The density in the $f_i$ themselves is $e^Q\prod f_i^{-1/2}$. It diverges as any $f_i\to0$, where $Q$ stays finite, so it has no global maximum, though it can have local ones.

## The theorem

**Theorem (Bryan).** Let $\alpha>0$ be fixed, $m_i>0$, $C$ symmetric positive definite, and $K=U\Sigma V^T$ with all $r$ nonzero singular values kept. Then $Q$ has exactly one maximum on $f_i\ge0$, all $f_i$ are positive there, and

$$f_i=m_i\exp\Big(\sum_{k=1}^rV_{ik}u_k\Big),\qquad\alpha u+\Sigma U^Ty=0,\qquad y=C^{-1}(Kf-\bar g).$$

The $r$ equations for $u$ have exactly one solution.

**Lemma 4 (derivatives).** For $f_i>0$, $\nabla_fQ=-\alpha\ln(f/m)-K^Ty$, and the Hessian $-\alpha\,\mathrm{diag}(1/f_i)-K^TC^{-1}K$ is negative definite.

*Proof.* The entropy part is in Lemma 3. Because $C^{-1}$ is symmetric, the two factors of $\chi^2$ contribute equally, so $\partial(\chi^2/2)/\partial f_i=\sum_nK_{ni}y_n$, and a second derivative gives $K^TC^{-1}K$. For $v\ne0$ the quadratic form is $-\alpha\sum v_i^2/f_i-(Kv)^TC^{-1}(Kv)<0$. $\square$

**Lemma 5 (existence, positivity, uniqueness).** $Q$ has one maximum, it is interior, and it is the only stationary point.

*Proof.* With $0\ln0=0$, $Q$ is continuous on $f_i\ge0$. All terms of $S$ and $-\chi^2/2$ are non-positive, so $Q\le\alpha[f_i-m_i-f_i\ln(f_i/m_i)]$ for each $i$, which tends to $-\infty$ as $f_i\to\infty$. The set $Q\ge Q(m)$ is therefore closed and bounded, and a maximum exists. Suppose $f_i=0$ there. Raising it to $\epsilon$ changes $Q$ by $\epsilon[\alpha-\alpha\ln(\epsilon/m_i)-(K^Ty)_i-\frac\epsilon2(K^TC^{-1}K)_{ii}]$, which is positive for small $\epsilon$ because $-\ln\epsilon\to+\infty$. This contradicts maximality, so the maximum is interior and stationary. If $f\ne f'$ were two interior stationary points, $q(\lambda)=Q(f+\lambda(f'-f))$ would have $q'(0)=q'(1)=0$ and $q''<0$ on $[0,1]$ by Lemma 4, which is impossible. $\square$

*Proof of the theorem.* At the maximum Lemma 4 gives $\alpha\ln(f/m)=-K^Ty=-V\Sigma U^Ty$. Define $u=-\Sigma U^Ty/\alpha$. Then $\ln(f/m)=Vu$, and the definition is the stated equation, with components $u_k=-\sigma_k(U_k\cdot y)/\alpha$. Conversely, let $u$ solve the equation with $f=m\,e^{Vu}$. Multiplying by $V$ gives $\alpha\ln(f/m)+K^Ty=0$, so $f$ is stationary and by Lemma 5 is the maximum. Finally $V^TV=1$ gives $u=V^T\ln(f/m)$, so $u$ is unique. $\square$

It is the logarithm that lies in the singular space. The spectrum itself is a nonlinear function of $u$ and generally has components outside it. When $r=N_\omega$ the statement restricts nothing.

**Lemma 6 (Newton step).** Let $R(u)=\alpha u+\Sigma U^Ty$, $\mathcal M=\Sigma U^TC^{-1}U\Sigma$, $F=\mathrm{diag}(f_i)$, $T=V^TFV$. The step $(\alpha1+\mathcal MT)\,\delta u=-R$ exists and points uphill in $Q$.

*Proof.* From $\partial f_i/\partial u_k=f_iV_{ik}$ follows $\partial y/\partial u=C^{-1}U\Sigma V^TFV$, so $\partial R/\partial u=\alpha1+\mathcal MT$. The chain rule gives $\nabla_uQ=V^TF\nabla_fQ=V^TF(-\alpha Vu-V\Sigma U^Ty)=-TR$. The matrix $T$ is positive definite, since $a^TTa=\sum_if_i(Va)_i^2$ and $Va\neq0$ for $a\ne0$. Multiplying the step equation by $T$ gives $(\alpha T+T\mathcal MT)\delta u=\nabla_uQ$. This matrix is positive definite, hence invertible, and $\delta u\cdot\nabla_uQ>0$ unless $R=0$. $\square$

The full step can overshoot because of the exponential, so it is shortened until $Q$ rises.

**Lemma 7 (truncation).** With $P_s$ the projector on $V_1,\dots,V_s$, the maximum obeys $\|(1-P_s)\ln(f/m)\|\le\sigma_{s+1}\|y\|/\alpha$.

*Proof.* The squared left side is $\sum_{k>s}u_k^2=\alpha^{-2}\sum_{k>s}\sigma_k^2(U_k\cdot y)^2\le\alpha^{-2}\sigma_{s+1}^2\|y\|^2$, by the ordering of the $\sigma_k$ and the orthonormality of the $U_k$. $\square$

For $C=\sigma^21$, $\|y\|=\sqrt{\chi^2}/\sigma$. The safe cutoff thus depends on the noise and on $\alpha$: precise data and small $\alpha$ can need more vectors. Solving the equations of the theorem with $K$ replaced everywhere, including in $y$, by its first $s$ singular terms returns, by the theorem itself, the exact maximum for that truncated kernel, which is a different problem. Maximising the full $Q$ over the first $s$ vectors is in general yet another problem, since it only sets $\sum_iV_{ik}f_i\,\partial Q/\partial f_i=0$ for $k\le s$. The lemma bounds the distance of the true maximum from the smaller space and not the error of the truncated solution.

## Remarks

*Weights.* In terms of $A_i=f_i/w_i$, $\partial Q/\partial A_i=w_i\,\partial Q/\partial f_i$, so the factor $w_i$ divides out, and $f_i/m_i$ is the ratio of $A$ to the default density. The decomposition must be of the unweighted $K$. The matrix $K_{ni}w_i$ has a row space with every vector multiplied by $w_i$, the same space when all $w_i$ are equal and in general a different one otherwise (trapezoid weights are unequal at the end points even on a uniform grid).

*Covariance and norm.* $C$ enters only through $y$ and does not alter the space. Imposing $\sum f_i=1$ with a multiplier adds a constant vector to $\ln(f/m)$. If $\tau=0$ and $\tau=\beta$ are both among the data, that vector is the sum of two rows of $K$ by Lemma 1 and already lies in the space. Otherwise it must in general be added.

*Dependence on $\alpha$.* From $Q(f)\ge Q(m)=-\chi^2(m)/2$ follows $0\ge S\ge-\chi^2(m)/2\alpha$, so $f\to m$ as $\alpha\to\infty$. For $\alpha_1<\alpha_2$ with maxima labelled 1 and 2, $\alpha_1S_1-\chi_1^2/2\ge\alpha_1S_2-\chi_2^2/2$ and $\alpha_2S_2-\chi_2^2/2\ge\alpha_2S_1-\chi_1^2/2$. Their sum gives $(\alpha_2-\alpha_1)(S_2-S_1)\ge0$, and the first then gives $\chi_2^2-\chi_1^2\ge2\alpha_1(S_2-S_1)\ge0$. So $\chi^2$ does not fall as $\alpha$ grows, and $\chi^2=N$, the mean value for the true spectrum, can serve to fix $\alpha$ when $N$ lies in the range of $\chi^2$.

*Averages over $\alpha$.* Bryan's method also averages the maxima over $\alpha$. For two solutions $a,b$ with equal weight, $\frac12(e^p+e^q)=e^{(p+q)/2}\cosh\frac{p-q}2$ gives $\ln(\bar f_i/m_i)=\frac12[V(a+b)]_i+\ln\cosh\frac12[V(a-b)]_i$. The second term need not lie in the space. In the three-cell case it is $\ln\cosh(cK_i)$, a strictly convex function of $K_i$ vanishing at zero, so $\ln\cosh(cK_i)/K_i$ increases with $K_i$ and the term is not proportional to $K_i$ when $c\ne0$ and the $K_i$ differ.

*Failure.* The theorem needs $A\ge0$, which off-diagonal Green's functions need not satisfy, and $m_i>0$: where $m_i=0$ the entropy forces $f_i=0$ whatever the data say.

## Worked example

All inputs are chosen. The toy spectrum has two Gaussians, at $-0.020$ and $+0.016$ Ry, with widths $0.006$ and $0.005$ Ry and weights $0.55$ and $0.45$. At 300 K, $k_BT=0.001900$ Ry and $\beta=526.29$ Ry$^{-1}$. The grid has 121 points $\omega=0.06\sinh(1.5x)/\sinh1.5$ Ry with $x$ uniform in $[-1,1]$, so $\beta\omega_{\max}=31.58$, and its trapezoid weights are $0.000705$ Ry at the centre and $0.001620$ Ry next to the edge. There are $N=31$ equally spaced times in $[0,\beta]$ and $C_{nm}=\sigma^2\rho^{|n-m|}$ with $\sigma=2\times10^{-4}$, $\rho=0.4$. The noise was drawn from $C$ and scaled so that the true spectrum has $\chi^2=31$. The data were generated on the same grid, so there is no discretisation error. The default model is a normalised Gaussian of width $0.025$ Ry centred at zero, with $\chi^2=1.18\times10^6$. The data satisfy $\bar g(0)+\bar g(\beta)=0.44910+0.55069=0.99979$, and $\bar g(\beta/2)=0.02431$.

For equally spaced times $K_{ni}=x_i^{\,n-1}/(1+e^{-\beta\omega_i})$ with distinct $x_i=e^{-\omega_i\beta/30}$, a Vandermonde matrix with scaled columns, so the exact rank is 31. Only 22 singular values exceed $10^{-12}\sigma_1$, and these were kept. The sign of each $V_k$ was fixed by making its last component non-negative.

Root finding on $\chi^2=31$ gave $\alpha=292.938$ and $S=-0.55805$, so $Q=-163.47-15.50$, computed as $-178.9755$. The norm was not imposed and came out as $\sum f_i=0.99995$.

| $k$ | $\sigma_k$ | $u_k$ |
|---|---|---|
| 1 | $12.835$ | $-17.83$ |
| 3 | $5.661$ | $-9.761$ |
| 5 | $1.481$ | $-27.91$ |
| 6 | $0.660$ | $-3.686$ |
| 8 | $0.1039$ | $-0.1021$ |
| 10 | $1.223\times10^{-2}$ | $+0.2438$ |
| 14 | $7.13\times10^{-5}$ | $-9.22\times10^{-4}$ |
| 22 | $6.88\times10^{-11}$ | $+5.81\times10^{-10}$ |

With $\|y\|=3.2333\times10^4$, the ratio $\|y\|/\alpha=110.4$ bounds $|u_k|/\sigma_k$. For $k=10$ the bound is $0.012226\times110.4=1.35$, above $0.244$. The $u_k$ are not monotonic, and the largest in magnitude in the table is $u_5$. The norms left outside $s=6,10,14,18$ vectors were $15.58$, $8.0\times10^{-2}$, $2.6\times10^{-5}$, $2.6\times10^{-7}$, against bounds $29.97$, $0.416$, $1.8\times10^{-3}$, $2.4\times10^{-6}$. Since $u_8$, $u_{10}$ and the remainder past 10 are small, the $15.58$ sits almost wholly in $u_7=-15.52$, with $u_9=-1.27$ supplying most of the rest. Six vectors therefore cannot represent $\ln(f/m)$ at the maximum, although $\sigma_6/\sigma_1$ is already down to $0.051$.

The independent check maximised $Q$ over all 121 variables $x=\ln(f/m)$ by damped Newton steps $(\alpha1+K^TC^{-1}KF)\,d=\nabla_fQ$, with no decomposition. The start was the maximum at the larger value $\alpha=316.2$ with random noise added to every $x_i$. Its norm outside the 22 vectors was $4.639$, and the final outside norm was $1.7\times10^{-10}$. That fall alone proves little. The step satisfies $\alpha(x+d)=-K^T(y+C^{-1}KFd)$, so one full step enters the range of $K^T$ from any start, even far from the maximum. The evidence is that the steps converged to zero, which happens only where $\nabla_fQ=0$, and that $\ln f$ there agreed with the 22-variable solution of Lemma 6 to $7.2\times10^{-11}$.

The spectrum is the default density times $e^{Vu}$. At $\omega=-0.0196$ Ry, $11.918\,e^{1.1140}=36.31$ Ry$^{-1}$ against the true $36.50$. At $\omega=0$, $16.223\,e^{-3.9381}=0.316$ against $0.356$. At $+0.0163$ Ry, $13.119\,e^{0.9609}=34.30$ against $35.84$. On the grid the peaks lie at $-0.0188$ and $+0.0155$ Ry, each one grid point inside the true grid maxima at $-0.0196$ and $+0.0163$ Ry. The kernel is known at every $\omega$, so the default density times $\exp[-\sum_nK(\tau_n,\omega)y_n/\alpha]$ can also be evaluated between grid points. Its maxima lie at $-0.01895$ and $+0.01540$ Ry, against $-0.02000$ and $+0.01600$ Ry for the true density, so the inward shifts are $0.00105$ and $0.00060$ Ry. These figures belong to this noise draw. Over twelve other draws, each with $\alpha$ fixed by $\chi^2=31$, the shifts stayed inward while the maxima ranged from $-0.0199$ to $-0.0185$ Ry and from $+0.0148$ to $+0.0156$ Ry. The tails are too heavy: at $-0.040$ Ry, $4.500\,e^{-1.9885}=0.616$ against $0.139$. The singular space is not the cause. The true $\ln(f/m)$ lies only $0.131$ in norm from the 22-dimensional space, while the error at this one point is $\ln(0.616/0.139)=1.49$. The high vectors, whose coefficients Lemma 7 keeps tiny at the maximum, are not needed at this point: projecting the true $\ln(f/m)$ on the first 10 vectors gives $0.112$ there, and on the first 14 gives $0.139$. The error belongs to the maximum of $Q$ itself, since the full-space search returns the same value. It persists without noise ($0.667$ at the same $\alpha$) and ranges from $0.34$ to $0.96$ over the twelve other draws. It is not a simple pull towards the local default value $4.500$: with $\alpha$ refixed by $\chi^2=31$, a default of width $0.050$ Ry (value $7.52$ there) gives $0.645$, and one of width $0.012$ Ry (value $0.127$, below the truth) still gives $0.470$.

The counting condition of Lemma 3 is not met. The largest $\alpha f_i$ is $9.133$, and at $\omega=0$ it is $292.938\times0.316\times0.000705=0.065$. The prior is here a postulate, which leaves the theorem intact because its proof uses only the form of $Q$.

Two controls used every fifth time, giving seven data and a well-separated rank of 7 with $\sigma_7/\sigma_1=2.91\times10^{-3}$. Full-space maxima at $\alpha$ and $100\alpha$ had outside norms $2.6\times10^{-14}$ and $7.8\times10^{-15}$, while their equal mixture had $0.74$. Measured against the singular vectors of the weighted matrix $K_{ni}w_i$, the maximum at $\alpha$, with $\|\ln(f/m)\|=26.99$, had an outside norm of $1.21$, so a search in that space cannot reach it.

## Table of computed values

```
T = 300 K, kT = 0.001900 Ry, beta = 526.29 1/Ry
rough gap scale 0.15 eV = 0.0110 Ry
dimer t=0.01 U=0.03 mu=0.012 Ry: g(beta/2) trace 0.02538938, kernel 0.02538938
CLT, M = 10000: max density deviation from Gaussian = 0.00184
Poisson n=1 mean=1.25: ln P exact -1.026856, Stirling -0.945795
Poisson n=40 mean=50.0: ln P exact -3.839719, Stirling -3.837636
Poisson n=4000 mean=4050.0: ln P exact -5.375904, Stirling -5.375883
true A: Gaussians (centre, width, weight) (-0.020,0.006,0.55), (0.016,0.005,0.45) Ry
grid: 121 freq., om = 0.06 sinh(1.5x)/sinh(1.5) Ry; N = 31 times; beta*wmax = 31.58
sigma = 0.0002, rho = 0.4, default model width 0.025 Ry (normalised on grid)
grid weights: centre 0.000705 Ry, next to edge 0.001620 Ry
data g(0), g(beta/2), g(beta) = 0.44910, 0.02431, 0.55069
chi2(default) = 1.1838e+06, chi2(true) = 31.0000
kept singular values s = 22 (sigma_k > 1e-12 sigma_1)
k =  1: sigma_k = 1.2835e+01, u_k = -1.78259e+01
k =  2: sigma_k = 1.0295e+01, u_k = -4.50826e+00
k =  3: sigma_k = 5.6606e+00, u_k = -9.76056e+00
k =  4: sigma_k = 3.0971e+00, u_k = -9.55367e+00
k =  5: sigma_k = 1.4812e+00, u_k = -2.79126e+01
k =  6: sigma_k = 6.5997e-01, u_k = -3.68595e+00
k =  8: sigma_k = 1.0385e-01, u_k = -1.02057e-01
k = 10: sigma_k = 1.2226e-02, u_k = +2.43800e-01
k = 12: sigma_k = 1.0789e-03, u_k = -1.28348e-03
k = 14: sigma_k = 7.1311e-05, u_k = -9.21888e-04
k = 16: sigma_k = 3.5226e-06, u_k = -6.34286e-06
k = 22: sigma_k = 6.8848e-11, u_k = +5.81072e-10
alpha = 292.938, S = -0.55805, chi2 = 31.0000, Q = -178.9755
sum f = 0.99995, max alpha*f_i = 9.133, |y| = 3.2333e+04
max |ln f(full) - ln f(reduced)| = 7.2e-11
norm outside space: start 4.639, maximum 1.7e-10, true spectrum 1.31e-01
truncate at 6: outside norm 1.558e+01 <= bound 2.997e+01
truncate at 10: outside norm 8.017e-02 <= bound 4.156e-01
truncate at 14: outside norm 2.585e-05 <= bound 1.815e-03
truncate at 18: outside norm 2.635e-07 <= bound 2.444e-06
lower peak: MaxEnt -0.0188 Ry, 36.54 1/Ry; true -0.0196 Ry, 36.50 1/Ry
upper peak: MaxEnt +0.0155 Ry, 34.83 1/Ry; true +0.0163 Ry, 35.84 1/Ry
om = -0.0400 Ry: (Vu) = -1.9885, default 4.500, MaxEnt 0.616, true 0.139 1/Ry
om = -0.0196 Ry: (Vu) = +1.1140, default 11.918, MaxEnt 36.310, true 36.501 1/Ry
om = +0.0000 Ry: (Vu) = -3.9381, default 16.223, MaxEnt 0.316, true 0.356 1/Ry
om = +0.0163 Ry: (Vu) = +0.9609, default 13.119, MaxEnt 34.296, true 35.844 1/Ry
om = +0.0400 Ry: (Vu) = -4.8139, default 4.500, MaxEnt 0.037, true 0.000 1/Ry
7-point subset: sigma_7/sigma_1 = 2.91e-03, |ln(f/m)| = 26.992
outside norm: alpha 2.6e-14, 100 alpha 7.8e-15, equal mixture 7.355e-01
outside norm with SVD of weighted kernel K*w: 1.210e+00
```
